# Index decrement of polyhydroxystyrene at 13.5 nm from free valence electrons: verification in Python

```python
"""
Result under test: at 13.5 nm the valence electrons of polyhydroxystyrene
(repeat unit C8H8O) respond nearly as free electrons, so that
    n = 1 - delta,  delta ~ 2 pi rho / omega^2,  delta slightly above 0.02.
rho: valence-electron density; omega: photon angular frequency.
Hartree atomic units with Gaussian fields, time factor exp(-i omega t).
Binding is checked with independent electrons in atomic central potentials
V(r) = -(1 + (Z-1) exp(-a r))/r, using complex scaling r -> r exp(i theta).
The effective electron number of an orbital is -omega^2 alpha = f1 - i f2,
where alpha is its dipole polarizability.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eig, eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, roots_laguerre
from pyscf import gto, scf

BOHR = const.physical_constants["Bohr radius"][0]
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
LIGHT_SPEED = 1.0 / const.fine_structure

# ---------------------------------------------------------------- inputs
wavelength_m = 13.5e-9
mass_density = 1.2                       # g/cm^3, round model parameter
atom_count = {"C": 8, "H": 8, "O": 1}
atomic_weight = {"C": 12.011, "H": 1.008, "O": 15.999}
nuclear_charge = {"C": 6, "H": 1, "O": 8}
valence_count = {"C": 4, "H": 1, "O": 6}

omega = 2 * np.pi * LIGHT_SPEED * BOHR / wavelength_m
molar_mass = sum(atom_count[s] * atomic_weight[s] for s in atom_count)
n_valence = sum(atom_count[s] * valence_count[s] for s in atom_count)
n_all = sum(atom_count[s] * nuclear_charge[s] for s in atom_count)
units_per_m3 = mass_density * 1e3 / (molar_mass * 1e-3) * const.N_A
unit_density = units_per_m3 * BOHR**3
rho = n_valence * unit_density
omega_p = np.sqrt(4 * np.pi * rho)
delta_linear = 2 * np.pi * rho / omega**2
delta_exact = 1 - np.sqrt(1 - (omega_p / omega)**2)

# ------------------------- free electron: Newton's equation from rest
period = 2 * np.pi / omega
times = np.linspace(0, 10 * period, 4001)
motion = solve_ivp(lambda t, y: [y[1], -np.cos(omega * t)],
                   (0, times[-1]), [0.0, 0.0], t_eval=times,
                   rtol=1e-10, atol=1e-12)
samples = -motion.y[0] * np.cos(omega * times)
step = times[1] - times[0]
integral = step * (samples.sum() - 0.5 * (samples[0] + samples[-1]))
alpha_free = 2 * integral / times[-1]
assert abs(alpha_free * omega**2 + 1) < 1e-5

# ------------------------- wave: coupled equations for E, B and current
wave_number = (1 - delta_exact) * omega / LIGHT_SPEED
ck = LIGHT_SPEED * wave_number
field_matrix = np.array([[0, -1j * ck, -4 * np.pi],
                         [-1j * ck, 0, 0],
                         [rho, 0, 0]])
mode_frequency = np.max(np.abs(np.linalg.eigvals(field_matrix).imag))
assert abs(mode_frequency / omega - 1) < 1e-9
assert abs(delta_linear / delta_exact - 1) < 0.03


# ------------------------- bound electrons in a central potential
class RadialAtom:
    """One-electron radial problem in an orthonormal Laguerre basis."""

    def __init__(self, charge, theta=0.4, scale=6.0, size=50):
        nodes, weights = roots_laguerre(110)
        self.charge, self.theta = charge, theta
        self.r = nodes / scale
        rows, slopes = [], []
        for n in range(size):
            poly = eval_genlaguerre(n, 2.0, nodes)
            dpoly = -eval_genlaguerre(n - 1, 3.0, nodes) if n else 0 * nodes
            norm = np.sqrt(weights / ((n + 1) * (n + 2)))
            rows.append(norm * nodes * poly)
            slopes.append(scale * norm * (poly + nodes * dpoly
                                          - 0.5 * nodes * poly))
        self.phi = np.array(rows)
        slopes = np.array(slopes)
        self.kinetic = 0.5 * slopes @ slopes.T
        self.inverse_r2 = (self.phi / self.r**2) @ self.phi.T
        self.radius = (self.phi * self.r) @ self.phi.T
        self.screening = 1.0

    def hamiltonian(self, l, theta):
        phase = np.exp(1j * theta) if theta else 1.0
        z = self.r * phase
        v = -(1 + (self.charge - 1) * np.exp(-self.screening * z)) / z
        kin = self.kinetic + 0.5 * l * (l + 1) * self.inverse_r2
        return kin / phase**2 + (self.phi * v) @ self.phi.T

    def energy(self, l, index):
        return eigh(self.hamiltonian(l, 0.0), eigvals_only=True)[index]

    def fit_screening(self, energy_2p):
        def mismatch(a):
            self.screening = a
            return self.energy(1, 0) - energy_2p
        self.screening = brentq(mismatch, 0.2, 10.0, xtol=1e-11)

    def response(self, l, index, freq):
        """Orbital polarizability and sum of oscillator strengths."""
        e0 = self.energy(l, index)
        values, vectors = eig(self.hamiltonian(l, self.theta))
        u = vectors[:, np.argmin(abs(values - e0))]
        u = u / np.sqrt(u @ u)
        v = np.exp(1j * self.theta) * self.radius @ u
        alpha, strength = 0j, 0j
        for l2 in (l - 1, l + 1):
            if l2 < 0:
                continue
            angular = max(l, l2) / (3 * (2 * l + 1))
            h = self.hamiltonian(l2, self.theta) - e0 * np.eye(len(u))
            for sign in (1, -1):
                shifted = h - sign * freq * np.eye(len(u))
                alpha += angular * (v @ np.linalg.solve(shifted, v))
            strength += 2 * angular * (v @ h @ v)
        return alpha, strength


# ------------------------- hydrogen: tests against analytic results
hydrogen = RadialAtom(1)
alpha_static = hydrogen.response(0, 0, 0.0)[0]
assert abs(alpha_static - 4.5) < 1e-5
alpha_h = hydrogen.response(0, 0, omega)[0]


def hydrogen_cross_section(w):
    k = np.sqrt(max(2 * w - 1, 1e-12))
    return (512 * np.pi**2 / (3 * LIGHT_SPEED) * (0.5 / w)**4
            * np.exp(-4 * np.arctan(k) / k) / (1 - np.exp(-2 * np.pi / k)))


sigma_h = 4 * np.pi * omega / LIGHT_SPEED * alpha_h.imag
assert abs(sigma_h / hydrogen_cross_section(omega) - 1) < 1e-3


def strength_density(w):
    return LIGHT_SPEED * hydrogen_cross_section(w) / (2 * np.pi**2)


levels = np.arange(2, 2001, dtype=float)
lines = (256 / 3 * levels**5 * ((levels - 1) / (levels + 1))**(2 * levels)
         / ((levels - 1)**4 * (levels + 1)**4))
line_energy = 0.5 * (1 - 1 / levels**2)
f1_dispersion = np.sum(lines * omega**2 / (omega**2 - line_energy**2))
f1_dispersion += quad(lambda w: -strength_density(w) * omega**2 / (w + omega),
                      0.5, 10.0, weight="cauchy", wvar=omega, limit=200)[0]
f1_dispersion += quad(lambda w: strength_density(w) * omega**2
                      / (omega**2 - w**2), 10.0, np.inf, limit=200)[0]
f1_h = (-omega**2 * alpha_h).real
assert abs(f1_h - f1_dispersion) < 1e-3

# ------------------------- carbon and oxygen
total_number = {"H": -omega**2 * alpha_h}
core_number = {"H": 0.0}
atom_report = {}
for symbol in ("C", "O"):
    mol = gto.M(atom=symbol, spin=2, basis="cc-pvtz", verbose=0)
    mean_field = scf.UHF(mol).run()
    assert mean_field.converged
    e_up, e_down = mean_field.mo_energy
    n_up, n_down = mol.nelec
    energy_2p = np.mean(np.concatenate([e_up[2:n_up], e_down[2:n_down]]))
    hf_1s = 0.5 * (e_up[0] + e_down[0])
    hf_2s = 0.5 * (e_up[1] + e_down[1])
    charge = nuclear_charge[symbol]
    occupied = [(0, 0, 2), (0, 1, 2), (1, 0, charge - 4)]
    trials = []
    for theta, scale in ((0.4, 6.0), (0.3, 7.0)):
        atom = RadialAtom(charge, theta, scale)
        atom.fit_screening(energy_2p)
        parts = []
        for l, index, electrons in occupied:
            alpha, strength = atom.response(l, index, omega)
            assert abs(strength - 1) < 1e-4
            parts.append(-electrons * omega**2 * alpha)
        trials.append(parts)
    assert np.max(np.abs(np.array(trials[0]) - np.array(trials[1]))) < 1e-3
    core_number[symbol] = trials[0][0]
    total_number[symbol] = sum(trials[0])
    assert -0.3 < core_number[symbol].real < 0
    assert abs(core_number[symbol].imag) < 1e-3
    atom_report[symbol] = (atom.screening, energy_2p, atom.energy(0, 0),
                           hf_1s, atom.energy(0, 1), hf_2s)

unit_number = sum(atom_count[s] * total_number[s] for s in atom_count)
f1_unit, f2_unit = unit_number.real, -unit_number.imag
delta_bound = 2 * np.pi * unit_density * f1_unit / omega**2
beta_bound = 2 * np.pi * unit_density * f2_unit / omega**2
absorption = 4 * np.pi * beta_bound / (wavelength_m * 1e6)
assert abs(f1_unit / n_valence - 1) < 0.15
assert 0 < beta_bound < 0.5 * delta_bound
assert 0.015 < delta_linear < 0.025

# ---------------------------------------------------------------- output
print(f"wavelength: {wavelength_m * 1e9:.1f} nm")
print(f"photon energy: {omega:.4f} hartree = {omega * HARTREE_EV:.2f} eV")
print(f"speed of light: {LIGHT_SPEED:.3f} a.u.")
print(f"assumed mass density: {mass_density:.2f} g/cm^3")
print(f"molar mass of repeat unit: {molar_mass:.3f} g/mol")
print(f"valence electrons per unit: {n_valence}")
print(f"all electrons per unit: {n_all}")
print(f"repeat-unit density: {unit_density:.5e} bohr^-3")
print(f"valence-electron density: {rho:.5f} bohr^-3")
print(f"plasma energy: {omega_p:.4f} hartree = "
      f"{omega_p * HARTREE_EV:.2f} eV")
print(f"(omega_p/omega)^2: {(omega_p / omega)**2:.5f}")
print(f"free polarizability, Newton: {alpha_free:.5f} a.u.")
print(f"free polarizability, -1/omega^2: {-1 / omega**2:.5f} a.u.")
print(f"delta, free valence, linear: {delta_linear:.5f}")
print(f"delta, free valence, exact root: {delta_exact:.5f}")
for trial_density in (1.1, 1.3):
    value = delta_linear * trial_density / mass_density
    print(f"delta, linear, at {trial_density:.1f} g/cm^3: {value:.5f}")
print(f"delta if all electrons were free: "
      f"{delta_linear * n_all / n_valence:.5f}")
print(f"H static polarizability: {alpha_static.real:.5f} a.u.")
print(f"H cross-section, response: {sigma_h:.6f} bohr^2")
print(f"H cross-section, analytic: "
      f"{hydrogen_cross_section(omega):.6f} bohr^2")
print(f"H f1 from dispersion integral: {f1_dispersion:.4f}")
for symbol in ("C", "O"):
    a, e2p, e1s, hf1s, e2s, hf2s = atom_report[symbol]
    print(f"{symbol} screening parameter a: {a:.4f} bohr^-1")
    print(f"{symbol} 2p energy (matched): {e2p:.4f} hartree")
    print(f"{symbol} 1s energy, model / HF: {e1s:.3f} / {hf1s:.3f} hartree")
    print(f"{symbol} 2s energy, model / HF: {e2s:.3f} / {hf2s:.3f} hartree")
    print(f"{symbol} f1 of two 1s electrons: {core_number[symbol].real:.4f}")
    print(f"{symbol} f1 of valence electrons: "
          f"{(total_number[symbol] - core_number[symbol]).real:.4f}")
for symbol in ("H", "C", "O"):
    number = total_number[symbol]
    print(f"{symbol} atom f1, f2: {number.real:.4f}, {-number.imag:.4f}")
print(f"repeat unit f1, f2: {f1_unit:.3f}, {f2_unit:.3f}")
print(f"f1 / valence electrons: {f1_unit / n_valence:.4f}")
print(f"delta, bound-atom model: {delta_bound:.5f}")
print(f"beta, bound-atom model: {beta_bound:.5f}")
print(f"absorption coefficient, model: {absorption:.2f} per micrometre")
print("success")
```

Printed output:

```
wavelength: 13.5 nm
photon energy: 3.3751 hartree = 91.84 eV
speed of light: 137.036 a.u.
assumed mass density: 1.20 g/cm^3
molar mass of repeat unit: 120.151 g/mol
valence electrons per unit: 46
all electrons per unit: 64
repeat-unit density: 8.91268e-04 bohr^-3
valence-electron density: 0.04100 bohr^-3
plasma energy: 0.7178 hartree = 19.53 eV
(omega_p/omega)^2: 0.04523
free polarizability, Newton: -0.08779 a.u.
free polarizability, -1/omega^2: -0.08779 a.u.
delta, free valence, linear: 0.02261
delta, free valence, exact root: 0.02288
delta, linear, at 1.1 g/cm^3: 0.02073
delta, linear, at 1.3 g/cm^3: 0.02450
delta if all electrons were free: 0.03146
H static polarizability: 4.50000 a.u.
H cross-section, response: 0.000898 bohr^2
H cross-section, analytic: 0.000898 bohr^2
H f1 from dispersion integral: 1.0478
C screening parameter a: 1.5041 bohr^-1
C 2p energy (matched): -0.4377 hartree
C 1s energy, model / HF: -11.709 / -11.322 hartree
C 2s energy, model / HF: -0.740 / -0.706 hartree
C f1 of two 1s electrons: -0.1032
C f1 of valence electrons: 4.1653
O screening parameter a: 1.8872 bohr^-1
O 2p energy (matched): -0.6348 hartree
O 1s energy, model / HF: -20.838 / -20.665 hartree
O 2s energy, model / HF: -1.165 / -1.244 hartree
O f1 of two 1s electrons: -0.0308
O f1 of valence electrons: 5.8651
H atom f1, f2: 1.0478, 0.0331
C atom f1, f2: 4.0621, 1.0958
O atom f1, f2: 5.8343, 3.0930
repeat unit f1, f2: 46.713, 12.124
f1 / valence electrons: 1.0155
delta, bound-atom model: 0.02296
beta, bound-atom model: 0.00596
absorption coefficient, model: 5.55 per micrometre
success
```
